# The McKinley-Feshbach ratio against the Mott series for aluminium and gold: verification in Python

```python
"""
Result under test: for an electron scattered by a bare point charge Z,
the exact Dirac (Mott) / Rutherford ratio is
  R = u^2 (1-u) |B'(u)|^2 / nu^2 + (1-b^2) u |B(u)|^2,  u = sin^2(theta/2),
  B = sum_k k C_k (P_{k-1} - P_k),
  C_k = exp(i pi (k-g)) Gamma(g-i nu) / Gamma(g+1+i nu), g = sqrt(k^2-zeta^2),
and its expansion through first order in zeta is the McKinley-Feshbach ratio
  1 - b^2 s^2 + pi zeta b s (1-s),  s = sin(theta/2).
Symbols: zeta = Z alpha, b = v/c, nu = zeta/b; units hbar = c = m_e = 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import erfc, eval_legendre, loggamma

mp.mp.dps = 30
alpha = const.fine_structure
rest_MeV = const.physical_constants[
    "electron mass energy equivalent in MeV"][0]
compton_m = const.hbar / (const.m_e * const.c)
kinetic_MeV = 1.0
energy = 1 + kinetic_MeV / rest_MeV
momentum = np.sqrt(energy**2 - 1)
b = momentum / energy


def mckinley_feshbach(zeta, theta):
    s = np.sin(theta / 2)
    return 1 - b**2 * s**2 + np.pi * zeta * b * s * (1 - s)


def times_one_minus_x(coef):
    """Legendre coefficients of (1-x) times a Legendre series."""
    l = np.arange(len(coef) - 1)
    previous = np.concatenate(([0], coef[:-2]))
    return (coef[:-1] - (l + 1) / (2 * l + 3) * coef[1:]
            - l / (2 * l - 1) * previous)


class MottSeries:
    """Closed-form part of B plus a convergent remainder."""
    reductions = 3

    def __init__(self, zeta, kmax=300):
        self.nu = zeta / b
        z, nu = mp.mpf(float(zeta)), mp.mpf(float(self.nu))
        inu = mp.mpc(0, nu)
        excess = [0j]
        for k in range(1, kmax + 1):
            g = mp.sqrt(k * k - z * z)
            full = (mp.exp(mp.mpc(0, mp.pi * (k - g)))
                    * mp.gamma(g - inu) / mp.gamma(g + 1 + inu))
            closed = mp.gamma(k - inu) / mp.gamma(k + 1 + inu)
            excess.append(complex(full - closed))
        d = np.array(excess)
        l = np.arange(kmax)
        self.coef_a = l**2 * d[:-1] + (l + 1)**2 * d[1:]
        self.coef_b = (l + 1) * d[1:] - l * d[:-1]
        for _ in range(self.reductions):
            self.coef_a = times_one_minus_x(self.coef_a)
            self.coef_b = times_one_minus_x(self.coef_b)
        self.front = complex(mp.gamma(1 - inu) / mp.gamma(1 + inu))

    def terms(self, theta):
        """The B' term and the B term of R."""
        u = np.sin(np.atleast_1d(theta) / 2)**2
        l = np.arange(len(self.coef_a))
        legendre = eval_legendre(l[:, None], (1 - 2 * u)[None, :])
        scale = (2 * u)**self.reductions
        b0 = self.front * np.exp(1j * self.nu * np.log(u))
        big_b = b0 + self.coef_b @ legendre / scale
        # big_a = (1-u) dB/du
        big_a = ((1 - u) * 1j * self.nu * b0 / u
                 + self.coef_a @ legendre / scale)
        safe = np.where(u < 1, 1 - u, 1.0)
        derivative = np.where(u < 1, np.abs(big_a)**2 / safe, 0.0)
        return (u**2 * derivative / self.nu**2,
                (1 - b**2) * u * np.abs(big_b)**2)

    def ratio(self, theta):
        first, second = self.terms(theta)
        return first + second


def s_matrix(kappa, zeta):
    """Analytic exp(2 i delta) with the logarithmic phase removed."""
    kappa = np.asarray(kappa, dtype=float)
    l = np.where(kappa > 0, kappa, -kappa - 1)
    g = np.sqrt(kappa**2 - zeta**2)
    nu = zeta / b
    return ((kappa - 1j * zeta / momentum) * np.exp(
        1j * np.pi * (l - g) + loggamma(g - 1j * nu)
        - loggamma(g + 1 + 1j * nu)))


def s_matrix_by_integration(kappa, zeta, r_end=60.0):
    """Integrate the radial Dirac equation and match at r_end."""
    nu, g = zeta / b, np.sqrt(kappa**2 - zeta**2)
    m0 = np.array([[0, energy + 1], [-(energy - 1), 0]])
    m1 = np.array([[-kappa, zeta], [-zeta, kappa]])
    sol = solve_ivp(lambda r, y: (m0 + m1 / r) @ y, (1e-5, r_end),
                    [1.0, (g + kappa) / zeta], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    # outgoing solution as an inverse power series in r
    one = np.eye(2)
    k0 = m0 - 1j * momentum * one
    left_null = np.array([energy - 1, -1j * momentum])
    v = np.array([1, 1j * momentum / (energy + 1)])
    total = v.copy()
    for n in range(1, 15):
        rhs = ((1j * nu - n + 1) * one - m1) @ v
        solvable = left_null @ ((1j * nu - n) * one - m1)
        v = np.linalg.lstsq(np.vstack([k0, solvable]),
                            np.append(rhs, 0), rcond=None)[0]
        total = total + v / r_end**n
    out = total * np.exp(1j * (momentum * r_end + nu * np.log(r_end)))
    c = np.linalg.solve(np.column_stack([out, out.conj()]),
                        sol.y[:, -1].astype(complex))
    l = kappa if kappa > 0 else -kappa - 1
    return (c[0] / c[1] * (-1)**(l + 1)
            * np.exp(-2j * nu * np.log(2 * momentum)))


def smooth_cutoff(l, lmax):
    return 0.5 * erfc((l - lmax / 2) / (lmax / 14))


def ratio_from_amplitudes(zeta, theta, lmax=800):
    """|f|^2 + |g|^2 from the original partial waves, over Rutherford."""
    l = np.arange(lmax + 1)
    x = np.cos(theta)
    p_l = eval_legendre(l, x)
    p_l1 = np.zeros(lmax + 1)
    p_l1[1:] = l[1:] * (p_l[:-1] - x * p_l[1:]) / np.sin(theta)
    s_up = s_matrix(-l - 1, zeta)
    s_down = np.zeros(lmax + 1, dtype=complex)
    s_down[1:] = s_matrix(l[1:], zeta)
    w = smooth_cutoff(l, lmax)
    f = np.sum(w * ((l + 1) * s_up + l * s_down) * p_l) / (2j * momentum)
    g = np.sum(w * (s_down - s_up) * p_l1) / (2j * momentum)
    rutherford = (zeta / b / (2 * momentum * np.sin(theta / 2)**2))**2
    return (abs(f)**2 + abs(g)**2) / rutherford


charges = {"Al": 13, "Au": 79}
series = {name: MottSeries(Z * alpha) for name, Z in charges.items()}

# Phase formula against direct integration of the Dirac equation.
phase_error = max(abs(s_matrix_by_integration(k, Z * alpha)
                      - s_matrix(k, Z * alpha))
                  for Z in charges.values() for k in (-1, 1, -2, 2))
assert phase_error < 1e-6, phase_error

# Reduced expression for R against the spin amplitudes.
sum_error = 0.0
for name, Z in charges.items():
    for degree in (20, 75, 130, 175):
        t = np.radians(degree)
        direct = ratio_from_amplitudes(Z * alpha, t)
        sum_error = max(sum_error,
                        abs(series[name].ratio(t)[0] / direct - 1))
assert sum_error < 1e-6, sum_error

# Legendre sum that produces the half-angle dependence.
k = np.arange(1, 1201)
log_error = 0.0
for degree in (30, 90, 150):
    t = np.radians(degree)
    summed = np.sum(smooth_cutoff(k, 1200) / k * (
        eval_legendre(k - 1, np.cos(t)) - eval_legendre(k, np.cos(t))))
    log_error = max(log_error,
                    abs(summed - 2 * np.log(1 + np.sin(t / 2))))
assert log_error < 1e-8, log_error

# Weak-charge limit; the combination 2 q(h/2) - q(h) removes linear error.
h = 2e-3
weak, weaker = MottSeries(h), MottSeries(h / 2)
angles = np.radians([30, 60, 90, 120, 150, 180])
half_sine = np.sin(angles / 2)
born = 1 - b**2 * half_sine**2
linear = (2 * (weaker.ratio(angles) - born) / (h / 2)
          - (weak.ratio(angles) - born) / h)
linear_formula = np.pi * b * half_sine * (1 - half_sine)
assert np.max(np.abs(linear - linear_formula)) < 3e-4, linear
quadratic = (2 * (weaker.ratio(angles)
                  - mckinley_feshbach(h / 2, angles)) / (h / 2)**2
             - (weak.ratio(angles) - mckinley_feshbach(h, angles)) / h**2)
back_coefficient = quadratic[-1] / (1 - b**2)
assert abs(back_coefficient - np.pi**2 / 6) < 2e-3, back_coefficient

print(f"kinetic energy = {kinetic_MeV:.3f} MeV")
print(f"electron rest energy = {rest_MeV:.6f} MeV")
print(f"total energy E = {energy:.6f} mc^2")
print(f"momentum p = {momentum:.6f} mc")
print(f"b = v/c = {b:.6f} (no unit), 1-b^2 = {1 - b**2:.6f} (no unit)")
print(f"max phase-factor error = {phase_error:.1e} (no unit)")
print(f"max relative difference of two R sums = {sum_error:.1e} (no unit)")
print(f"max error of logarithmic sum = {log_error:.1e} (no unit)")
print(f"linear coefficient, 90 deg: numerical {linear[2]:.5f}, "
      f"formula {linear_formula[2]:.5f} (no unit)")
print(f"backward quadratic coefficient/(1-b^2): {back_coefficient:.4f}, "
      f"pi^2/6 = {np.pi**2 / 6:.4f} (no unit)")
print(f"quadratic coefficient of R, 90 deg = {quadratic[2]:.4f} (no unit)")

grid = np.radians(np.arange(15, 181))
for name, Z in charges.items():
    zeta = Z * alpha
    exact = series[name].ratio(angles)
    approx = mckinley_feshbach(zeta, angles)
    print(f"{name}: Z = {Z}, zeta = {zeta:.6f}, nu = {zeta / b:.6f}, "
          f"gamma_1 = {np.sqrt(1 - zeta**2):.6f} (no unit)")
    print(f"{name}: angle/deg, 1-b^2s^2, McKinley-Feshbach, exact R, "
          "MF error/%")
    for t, r0, mf, r in zip(angles, born, approx, exact):
        print(f"  {np.degrees(t):5.0f}  {r0:.5f}  {mf:.5f}  {r:.5f}  "
              f"{100 * (mf / r - 1):+.2f}")
    error = 100 * (mckinley_feshbach(zeta, grid)
                   / series[name].ratio(grid) - 1)
    worst = np.argmax(np.abs(error))
    print(f"{name}: largest MF error, 15-180 deg = {error[worst]:+.2f} % "
          f"at {np.degrees(grid[worst]):.0f} deg")
    first, second = series[name].terms(np.pi / 2)
    print(f"{name}: 90 deg, B' term = {first[0]:.5f}, "
          f"B term = {second[0]:.5f} (no unit)")
    print(f"{name}: 90 deg, R-MF = {exact[2] - approx[2]:.5f}, "
          f"quadratic term = {quadratic[2] * zeta**2:.5f} (no unit)")
    rutherford_barn = (zeta * compton_m / (2 * momentum * b * 0.5))**2 / 1e-28
    print(f"{name}: 90 deg, Rutherford = {rutherford_barn:.4f} b/sr, "
          f"MF = {rutherford_barn * approx[2]:.4f} b/sr, "
          f"exact = {rutherford_barn * exact[2]:.4f} b/sr")

print("OK")
```

Printed output:

```
kinetic energy = 1.000 MeV
electron rest energy = 0.510999 MeV
total energy E = 2.956951 mc^2
momentum p = 2.782725 mc
b = v/c = 0.941079 (no unit), 1-b^2 = 0.114370 (no unit)
max phase-factor error = 2.5e-10 (no unit)
max relative difference of two R sums = 1.7e-09 (no unit)
max error of logarithmic sum = 6.7e-16 (no unit)
linear coefficient, 90 deg: numerical 0.61231, formula 0.61231 (no unit)
backward quadratic coefficient/(1-b^2): 1.6449, pi^2/6 = 1.6449 (no unit)
quadratic coefficient of R, 90 deg = 1.2478 (no unit)
Al: Z = 13, zeta = 0.094866, nu = 0.100805, gamma_1 = 0.995490 (no unit)
Al: angle/deg, 1-b^2s^2, McKinley-Feshbach, exact R, MF error/%
     30  0.94067  0.99448  1.00113  -0.66
     60  0.77859  0.84871  0.86123  -1.45
     90  0.55718  0.61527  0.62794  -2.02
    120  0.33578  0.36832  0.37692  -2.28
    150  0.17370  0.18293  0.18686  -2.11
    180  0.11437  0.11437  0.11631  -1.67
Al: largest MF error, 15-180 deg = -2.29 % at 125 deg
Al: 90 deg, B' term = 0.57015, B term = 0.05778 (no unit)
Al: 90 deg, R-MF = 0.01266, quadratic term = 0.01123 (no unit)
Al: 90 deg, Rutherford = 1.9568 b/sr, MF = 1.2040 b/sr, exact = 1.2288 b/sr
Au: Z = 79, zeta = 0.576491, nu = 0.612585, gamma_1 = 0.817104 (no unit)
Au: angle/deg, 1-b^2s^2, McKinley-Feshbach, exact R, MF error/%
     30  0.94067  1.26763  1.31945  -3.93
     60  0.77859  1.20469  1.80108  -33.11
     90  0.55718  0.91018  1.85334  -50.89
    120  0.33578  0.53353  1.32885  -59.85
    150  0.17370  0.22979  0.62359  -63.15
    180  0.11437  0.11437  0.30226  -62.16
Au: largest MF error, 15-180 deg = -63.19 % at 154 deg
Au: 90 deg, B' term = 1.76727, B term = 0.08606 (no unit)
Au: 90 deg, R-MF = 0.94316, quadratic term = 0.41469 (no unit)
Au: 90 deg, Rutherford = 72.2645 b/sr, MF = 65.7733 b/sr, exact = 133.9304 b/sr
OK
```
